# The desorption prefactor of a localised harmonic adatom from detailed balance, part 1

(Sections cited here and not found follow in the second part.)

## 1. From equilibrium to the desorption rate

### The form of the answer

Let an atom of mass $m$ vibrate classically in an adsorption site. Suppose first that all its vibrations have the same angular frequency $\omega$. The surface has temperature $T$ and offers an area $A$ per site. The rate of desorption contains a Boltzmann factor for the depth of the well and a prefactor $\nu$, which is a frequency. Apart from pure numbers, such as a sticking probability, the prefactor can depend on $m$, $\omega$, $A$ and $kT$. From these four quantities one dimensionless group can be formed, $Am\omega^2/kT$, because $kT/(m\omega^2)$ is an area: it is the mean square displacement along one axis. Hence
$$\nu=\omega\,F\!\left(\frac{Am\omega^2}{kT}\right).$$

The function $F$ follows from a balance. In equilibrium with a vapour, as many atoms leave the surface as settle on it. The number that arrive at a site is proportional to $A$, whereas the motion of an atom near the bottom of its well does not depend on $A$. The departure rate is therefore proportional to $A$, so $F$ is linear and $\nu=C\,Am\omega^3/kT$.

If the three frequencies differ, the extent of the thermal motion along axis $i$ is proportional to $1/\omega_i$. At a given number of atoms in the vapour, the population of the well is proportional to the volume it offers, that is, to $1/(\omega_x\omega_y\omega_z)$. The departure rate per adatom is inversely proportional to this population. Thus
$$\nu=C\,\frac{Am\,\omega_x\omega_y\omega_z}{kT}.$$

Dimensions and scaling leave the number $C$ open. It contains the sticking probability, a ratio of electronic degeneracies and the factor $1/4\pi^2$, which are found below.

### Assumptions and conventions

The algebra is in atomic units, so $\hbar=1$ and an angular frequency is also the energy of its quantum. Temperature appears as the energy $kT$. Energies are measured from an atom at rest far from the surface, in its electronic ground level. The well has its minimum at $-E$, with $E>0$.

1. The vapour is a dilute ideal gas at the temperature of the surface. Its translation is classical.
2. The surface has $M$ identical sites and total area $MA$. A site holds at most one adatom, and adatoms do not interact.
3. The substrate atoms are held at rest in the potential that the adatom feels. Near its minimum this potential is
$$V=-E+\frac m2\left(\omega_x^2x^2+\omega_y^2y^2+\omega_z^2z^2\right).$$
4. The temperature satisfies $\omega_i\ll kT\ll E$, and the barriers between sites are several times $kT$. The adatom may hop, but it spends nearly all its time close to a minimum. This is the sense of "localised".
5. The free atom has electronic degeneracy $g_{\rm gas}$ and the adatom $g_{\rm ads}$. Other electronic levels are too high to be populated.
6. Of the atoms in the thermal flux that strike the area of empty sites, a fraction $s$ lose their excess energy and become adatoms. Atoms that strike occupied sites do not stick.
7. An adatom reaches thermal equilibrium with the substrate in a time much shorter than its mean time to desorption.

The sticking probability $s$ is an average over the energies, directions and electronic states of the thermal flux. The value measured with a beam of one energy is in general a different quantity.

Desorption means the departure of an atom that had become thermalised on the surface. An atom that strikes the surface and bounces off promptly is counted neither as adsorbed nor as desorbed.

### Theorem

Under these assumptions the rate of desorption per adatom is
$$k_{\rm d}=\nu\,e^{-E/kT},\qquad
\nu=\frac{g_{\rm gas}}{g_{\rm ads}}\;\frac{s\,A\,m\,\omega_x\omega_y\omega_z}{4\pi^2kT}.\tag{1}$$

When the two degeneracies are equal, the prefactor is $sAm\omega_x\omega_y\omega_z/(4\pi^2kT)$. The proof needs the number of states of the gas, the number of states of the adatom, and the coverage at which the two are in equilibrium.

### Lemma 1: the gas

**Statement.** One gas atom in a volume $\mathcal V$ has the partition function
$$Q=g_{\rm gas}\mathcal V\left(\frac{mkT}{2\pi}\right)^{3/2}.\tag{2}$$
A gas of number density $n_{\rm g}$ sends a number
$$J=n_{\rm g}\sqrt{\frac{kT}{2\pi m}}\tag{3}$$
of atoms per unit time through a unit area, counted in one direction.

**Proof.** In a box of side $L$ the energies of motion along one axis are $\pi^2j^2/(2mL^2)$, with $j=1,2,\dots$. When the box is much larger than the thermal wavelength, the terms of the partition sum change little from one $j$ to the next, and the sum becomes an integral:
$$\sum_j e^{-\pi^2j^2/(2mL^2kT)}\simeq\int_0^\infty e^{-\pi^2j^2/(2mL^2kT)}\,dj.$$
The Gaussian integral $\int_0^\infty e^{-bj^2}dj=\tfrac12\sqrt{\pi/b}$, with $b=\pi^2/(2mL^2kT)$, gives
$$\frac12\sqrt{\frac{2mL^2kT}{\pi}}=L\sqrt{\frac{mkT}{2\pi}}.$$
The product over three axes, with $L^3=\mathcal V$ and the factor $g_{\rm gas}$, is Eq. (2).

For the flux, the Maxwell distribution of one velocity component is $\sqrt{m/(2\pi kT)}\,e^{-mv^2/2kT}$. In unit time, atoms with $v>0$ cross the unit area from a column of length $v$. Therefore
$$J=n_{\rm g}\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v\,e^{-mv^2/2kT}dv
=n_{\rm g}\sqrt{\frac{m}{2\pi kT}}\;\frac{kT}{m},$$
which is Eq. (3). ∎

### Lemma 2: the adatom

**Statement.** The partition function of an occupied site is
$$q=g_{\rm ads}\,e^{E/kT}\prod_i\frac{1}{2\sinh(\omega_i/2kT)}
\;\simeq\;g_{\rm ads}\,e^{E/kT}\frac{(kT)^3}{\omega_x\omega_y\omega_z}.\tag{4}$$

**Proof.** The levels of the adatom are $-E+\sum_i(j_i+\tfrac12)\omega_i$. The term $-E$ gives the factor $e^{E/kT}$. For each axis there is a geometric series,
$$\sum_{j=0}^\infty e^{-(j+1/2)\omega_i/kT}
=\frac{e^{-\omega_i/2kT}}{1-e^{-\omega_i/kT}}
=\frac1{e^{\omega_i/2kT}-e^{-\omega_i/2kT}},$$
and the last denominator is $2\sinh(\omega_i/2kT)$. For $\omega_i\ll kT$ the hyperbolic sine may be replaced by its argument, and the sum becomes $kT/\omega_i$. High terms of the series lie outside the harmonic part of the well. Their weight is small when $kT$ is far below both $E$ and the barriers between sites. If the barriers are only a few times $kT$, the harmonic form is a rougher approximation, with an error that can reach some tens of per cent. ∎

### Lemma 3: the equilibrium coverage

**Statement.** Let $\theta$ be the fraction of occupied sites. In equilibrium with a gas of density $n_{\rm g}$,
$$\frac{\theta}{1-\theta}=n_{\rm g}\mathcal V\,\frac{q}{Q}.\tag{5}$$

**Proof.** Let $N$ atoms be shared between the surface and the gas, with $n$ of them on the surface. The $n$ occupied sites can be chosen in $M!/[n!(M-n)!]$ ways. Each adatom contributes a factor $q$. The remaining $N-n$ atoms are identical and dilute, and contribute $Q^{N-n}/(N-n)!$. The statistical weight of $n$ is
$$w(n)=\frac{M!}{n!(M-n)!}\,q^n\,\frac{Q^{N-n}}{(N-n)!}.$$
The ratio of successive weights is
$$\frac{w(n+1)}{w(n)}=\frac{(M-n)(N-n)}{n+1}\,\frac qQ .$$
It falls as $n$ grows, so the weights have one maximum, where the ratio passes through 1. For large $n$ this gives
$$\frac{n}{M-n}=(N-n)\frac qQ .$$
With $\theta=n/M$ and $n_{\rm g}=(N-n)/\mathcal V$, this is Eq. (5).

The maximum is sharp. The logarithm of the ratio has the slope $-[1/n+1/(M-n)+1/(N-n)]$, so near the maximum $w$ is a Gaussian whose variance is the inverse of the bracket. The variance is smaller than each of $n$, $M-n$ and $N-n$. The relative fluctuation of each of these numbers is therefore smaller than the inverse of its square root, and vanishes for a large system. ∎

### Proof of the theorem

In equilibrium, consider the atoms that become thermalised on the surface and those that leave it after having been thermalised. Reversing a history of the first kind in time gives one of the second kind. In equilibrium both occur equally often. Per site and unit time, therefore,
$$k_{\rm d}\,\theta=s\,A\,J\,(1-\theta).\tag{6}$$
The left side counts departures. On the right, $AJ$ is the number of atoms that strike the area of one site, $1-\theta$ is the probability that the site is empty, and $s$ is the fraction that stay.

Solving for $k_{\rm d}$, with Eq. (3) for $J$ and Eq. (5) for the coverage, gives
$$k_{\rm d}=sA\,n_{\rm g}\sqrt{\frac{kT}{2\pi m}}\;\frac{Q}{n_{\rm g}\mathcal V q}
=sA\sqrt{\frac{kT}{2\pi m}}\;\frac{Q}{\mathcal V q}.$$
The density of the gas has cancelled. Equations (2) and (4) now give
$$k_{\rm d}=sA\left(\frac{kT}{2\pi m}\right)^{1/2}
\frac{g_{\rm gas}}{g_{\rm ads}}\left(\frac{mkT}{2\pi}\right)^{3/2}
\frac{\omega_x\omega_y\omega_z}{(kT)^3}\,e^{-E/kT}.$$
The powers are collected one by one. The mass has the exponent $-\tfrac12+\tfrac32=1$. The thermal energy has $\tfrac12+\tfrac32-3=-1$. The factor $2\pi$ has $-\tfrac12-\tfrac32=-2$, which is the factor $1/4\pi^2$. The result is Eq. (1).

The rate was found in equilibrium, but it also holds when the vapour is pumped away. A dilute gas does not disturb the adatoms, and by assumption 7 the substrate keeps the deep states of the well, which hold nearly all of them, in thermal equilibrium. The few atoms close to escape may be fewer than in equilibrium with a vapour. The factor $s$ accounts for this, as Proposition 2 in Section 2 shows. ∎

### Remarks on the result

**Planck's constant.** In general units the gas contributes $\hbar^{-3}$ through $Q$, and the oscillators contribute $\hbar^3$ through $1/q$. The two cancel, as they must in a classical rate.

**The role of localisation.** Equation (1) can be written as
$$\nu=\frac{g_{\rm gas}}{g_{\rm ads}}\;s\;\frac{\omega_z}{2\pi}\;\frac{A}{a_T},\qquad a_T=\frac{2\pi kT}{m\omega_x\omega_y}.\tag{7}$$
The area $a_T$ is the integral of $e^{-m(\omega_x^2x^2+\omega_y^2y^2)/2kT}$ over the surface, and measures the region in which the adatom moves sideways. A departing atom may leave over the whole area $A$, while the bound atom is confined to $a_T$. Localised atoms therefore leave with a prefactor larger than the vibration frequency $\omega_z/2\pi$ by the factor $A/a_T$, apart from $s$ and the degeneracies.

**The mobile limit.** If the lateral frequencies tend to zero at fixed $T$, Eq. (1) tends to zero, but it has then lost its validity, because $a_T$ cannot exceed the area of the site. For an atom that slides freely at low coverage, $a_T$ is replaced by $A$, and the prefactor becomes $(g_{\rm gas}/g_{\rm ads})\,s\,\omega_z/2\pi$.

**Temperature.** Let $\beta=1/kT$ and let $s$ be constant. Then $\ln k_{\rm d}=\ln\beta-\beta E+\text{const}$, and the slope of an Arrhenius plot gives the energy
$$E_{\rm Arr}=-\frac{d\ln k_{\rm d}}{d\beta}=E-kT.\tag{8}$$
The tangent to the plot has the prefactor $k_{\rm d}e^{E_{\rm Arr}/kT}=\nu/e$, with $e=2.718\ldots$. A fitted prefactor is thus smaller than $\nu$ by this factor. If sticking is activated, with $s=s_0e^{-E_{\rm a}/kT}$ and constant $s_0$, the same differentiation gives $E+E_{\rm a}-kT$.

**Quantised vibration.** If the full product in Eq. (4) is kept, the classical rate is multiplied by
$$\prod_i\frac{\sinh(\omega_i/2kT)}{\omega_i/2kT}\simeq1+\frac1{24}\sum_i\left(\frac{\omega_i}{kT}\right)^2,\tag{9}$$
because $\sinh y/y\simeq1+y^2/6$ with $y=\omega_i/2kT$. When instead $kT\ll\omega_i$, each $2\sinh(\omega_i/2kT)$ tends to $e^{\omega_i/2kT}$. The rate then becomes
$$k_{\rm d}\simeq\frac{g_{\rm gas}}{g_{\rm ads}}\,\frac{sAm(kT)^2}{4\pi^2}\,e^{-(E-\sum_i\omega_i/2)/kT}.$$
The frequencies survive in the zero-point energy alone, and the prefactor grows as $T^2$ for constant $s$ instead of falling as $1/T$.

## 2. Sticking, limits of the model, and copper on copper

### Symbols and results carried over

An adatom of mass $m$ sits in a well of depth $E$ with angular frequencies $\omega_x,\omega_y,\omega_z$. The area per site is $A$, the thermal sticking probability on empty sites is $s$, and the coverage is $\theta$. The free atom and the adatom have electronic degeneracies $g_{\rm gas}$ and $g_{\rm ads}$. With $\hbar=1$, detailed balance gives $k_{\rm d}=\nu e^{-E/kT}$ with
$$\nu=\frac{g_{\rm gas}}{g_{\rm ads}}\frac{sAm\omega_x\omega_y\omega_z}{4\pi^2kT}
=\frac{g_{\rm gas}}{g_{\rm ads}}\,s\,\frac{\omega_z}{2\pi}\,\frac{Am\omega_x\omega_y}{2\pi kT}.\tag{10}$$
A gas of density $n_{\rm g}$ has the one-way flux $J=n_{\rm g}\sqrt{kT/2\pi m}$ per unit area.

### Proposition 1: the rate as flux over volume

**Statement.** For a classical adatom in any potential $V$ that vanishes far away and has a well much deeper than $kT$, with $g_{\rm gas}=g_{\rm ads}$ and $s=1$,
$$k_{\rm d}=\frac{A}{Z}\sqrt{\frac{kT}{2\pi m}}\;e^{-E/kT},\qquad
Z=\int e^{-(V+E)/kT}\,d^3r,\tag{11}$$
where the integral covers the bound region of one site.

**Proof.** One adatom in equilibrium has the density $e^{-(V+E)/kT}/Z$. At a distant plane $V=0$, so the density is $e^{-E/kT}/Z$. Multiplication by the area $A$ and by the one-way flux per unit density, $\sqrt{kT/2\pi m}$, gives the number of outward crossings per unit time. If $s=1$, every atom that comes in becomes thermalised. By time reversal, every atom that goes out had been thermalised, so each outward crossing is a desorption. ∎

For the harmonic well, $Z$ is a product of three Gaussian integrals $\sqrt{2\pi kT/(m\omega_i^2)}$. Then
$$\frac AZ\sqrt{\frac{kT}{2\pi m}}
=A\left(\frac{kT}{2\pi m}\right)^{1/2}\left(\frac{m}{2\pi kT}\right)^{3/2}\omega_x\omega_y\omega_z
=\frac{Am\,\omega_x\omega_y\omega_z}{4\pi^2kT},$$
which is Eq. (10) for $s=1$ and equal degeneracies. This second derivation uses no quantum states.

Detailed balance has given the desorption rate of a localised adatom, and for $s=1$ and equal degeneracies a classical flux-over-volume argument has confirmed it. It remains to show why the sticking probability governs desorption even with no gas present, to apply the result to copper on copper, and to examine the limits of the model.
